# Inductance Times Capacitance on a Lossless Transverse Electromagnetic Line, part 2

A uniform line along \(z\) consists of two perfect conductors separated by one homogeneous lossless dielectric of permittivity \(\varepsilon\) and permeability \(\mu\). Its capacitance and inductance per unit length are \(C\) and \(L\). The question is how a transverse electromagnetic wave, with \(E_z=H_z=0\), travels on this line, and where the result \(LC=\mu\varepsilon\), called the theorem below, stops applying. SI units are used.

The dielectric fills the region \(D\) of the \(xy\) plane, and \(\nabla\) acts in that plane unless stated otherwise. The unit normal \(\mathbf n\) points from metal into dielectric, \(\partial_n=\mathbf n\cdot\nabla\), and \(\hat{\mathbf z}\) is the unit vector along the line.

The second assumption of the theorem concerns the metal: the field of the wave does not enter the conductors. At their surfaces the tangential electric field and the normal magnetic field vanish, and charge and current sit on the surfaces.

The voltage between the conductors is \(V\), and the current on conductor 1, positive along \(+z\), is \(I\). The magnetic field derives from a potential \(A\) that is harmonic in \(D\) and constant on each conductor, with values \(A_1\) and \(A_2\):

\[
\mathbf B=\mu\mathbf H=\nabla\times(A\hat{\mathbf z})=(\partial_yA,\,-\partial_xA).
\]

The magnetic flux per length between the conductors is \(\Phi=A_1-A_2\), and the inductance is defined by \(L=\Phi/I\).

The function \(g\) is harmonic in \(D\), equals 1 on conductor 1 and 0 on conductor 2, and is bounded if the dielectric is unbounded. It defines the positive number \(G=\int_D|\nabla g|^2dS\), which depends only on the shape of the cross-section. The results already proved are

\[
C=\varepsilon G,\quad L=\frac{\mu}{G},\quad LC=\mu\varepsilon,\qquad
\mathbf E=-V\nabla g,\quad
\mathbf H=\frac{\Phi}{\mu}\,\nabla g\times\hat{\mathbf z}=\frac IG\,\nabla g\times\hat{\mathbf z}.
\]

### Proposition: the line equations and the wave speed

*The voltage and current obey*

\[
\partial_zV=-L\,\partial_tI,\qquad \partial_zI=-C\,\partial_tV,
\]

*and waves travel with the speed \(v=1/\sqrt{LC}=1/\sqrt{\mu\varepsilon}\).*

*Proof.* For a transverse field, the transverse part of the curl is \(\hat{\mathbf z}\times\partial_z\) acting on the field. Faraday's law becomes

\[
\hat{\mathbf z}\times\partial_z\mathbf E
=-\partial_zV\,\hat{\mathbf z}\times\nabla g
=\partial_zV\,\nabla g\times\hat{\mathbf z}
=-\mu\,\partial_t\mathbf H
=-\frac{\mu}{G}\,\partial_tI\,\nabla g\times\hat{\mathbf z}.
\]

Comparing coefficients and using \(\mu/G=L\) gives the first equation. For Ampère's law, note that \(\hat{\mathbf z}\times(\nabla g\times\hat{\mathbf z})=\nabla g\), because \(\nabla g\) has no \(z\) component. Then

\[
\hat{\mathbf z}\times\partial_z\mathbf H=\frac1G\,\partial_zI\,\nabla g
=\varepsilon\,\partial_t\mathbf E=-\varepsilon\,\partial_tV\,\nabla g ,
\]

and \(\varepsilon G=C\) gives the second. Differentiating the first equation with respect to \(z\) and inserting the second yields

\[
\partial_z^2V=-L\,\partial_t\partial_zI=LC\,\partial_t^2V ,
\]

a wave equation with speed \(1/\sqrt{LC}\). The theorem turns this into \(1/\sqrt{\mu\varepsilon}\). ∎

The field equations fix the same speed without any line constants. Take \(\mathbf E=-\nabla g\,f(z-vt)\), with \(f\) any smooth pulse shape. Faraday's law is satisfied by \(\mathbf H=\hat{\mathbf z}\times\mathbf E/(\mu v)\), because \(\partial_t=-v\,\partial_z\) on such a pulse. Ampère's law then requires

\[
\hat{\mathbf z}\times\partial_z\mathbf H=-\frac{1}{\mu v}\,\partial_z\mathbf E
=\varepsilon\,\partial_t\mathbf E=-\varepsilon v\,\partial_z\mathbf E ,
\]

so \(v^2=1/(\mu\varepsilon)\). A pulse on the line moves at the speed of a plane wave in the same dielectric, whatever the shape of the conductors.

For a pulse moving toward \(+z\), \(V=f(z-vt)\), the second line equation reads \(\partial_zI=Cvf'\). Hence \(I=CvV\) plus a term independent of \(z\). The first line equation makes that term constant in time, so it is a direct current and not part of the pulse. The impedance is

\[
Z=\frac VI=\frac{1}{Cv}=\sqrt{\frac LC}=\frac1G\sqrt{\frac{\mu}{\varepsilon}} .
\]

Here the geometry does matter. Moving the conductors apart or together changes \(Z\) but not \(v\).

### Consequence for low-permittivity dielectrics

The inductance \(L=\mu/G\) does not contain \(\varepsilon\). Replacing the dielectric by one of lower permittivity, with the same \(\mu\), lowers \(C\) in proportion and leaves \(L\) unchanged. The delay over a length \(\ell\) is

\[
\tau=\frac{\ell}{v}=\ell\sqrt{LC}=\ell\sqrt{\mu\varepsilon},
\]

which falls as \(\sqrt\varepsilon\), not as \(\varepsilon\).

A line dominated by resistance behaves differently. With a resistance \(R\) per length and negligible inductive voltage, the first line equation is replaced by \(\partial_zV=-RI\). Together with the second it gives \(\partial_z^2V=RC\,\partial_tV\), a diffusion equation with the time scale \(RC\ell^2\). This scale is proportional to \(\varepsilon\). The gain from a low-permittivity dielectric therefore depends on which regime the line is in.

### Worked example: a shielded rectangular wire

A model wire 2.0 µm wide and 1.0 µm thick is centred in a rectangular shield with an opening of 6.0 µm by 4.0 µm. The filling has relative permittivity 2.5 and \(\mu=\mu_0\). The constants \(C\) and \(L\) are computed from separate boundary problems, so that the product is not built in.

Symmetry permits the use of one quarter of the cross-section, \(x\ge0\), \(y\ge0\), with the wire centre at the origin. For \(C\), the potential \(g\) is 1 on the wire and 0 on the shield, and its normal derivative vanishes on the symmetry lines. Then \(C/\varepsilon=G\) is four times the integral of \(|\nabla g|^2\) over the quarter.

For \(L\), write \(\mathbf H=-\nabla\psi\) in the quarter. The condition on the metal is \(\partial_n\psi=0\). Because \(A\) is even in \(x\) and in \(y\), the magnetic field crosses both symmetry lines at right angles, and \(\psi\) is constant on each. A quarter of the loop around the wire contributes a quarter of the circulation, so \(\psi\) differs by \(I/4\) between the lines. Set \(\psi=(I/4)p\), with \(p=1\) on the line \(y=0\) and \(p=0\) on the line \(x=0\). The flux through the line \(y=0\) between wire and shield is

\[
\Phi=\mu\int H_y\,dx=-\frac{\mu I}{4}\int\partial_yp\,dx
=\frac{\mu I}{4}\int_{\text{quarter}}|\nabla p|^2\,dS .
\]

The last step is the divergence theorem for \(p\nabla p\), whose only boundary contribution comes from \(y=0\), where the outward normal is \(-\hat{\mathbf y}\). Thus \(L/\mu=\tfrac14\int|\nabla p|^2dS\).

Both problems were solved with linear finite elements on square cells, each divided into two triangles. The results are:

- 20 cells per µm: \(C/\varepsilon=5.90336\), \(L/\mu=0.17017\), product 1.00455.
- 40 cells per µm: \(C/\varepsilon=5.89523\), \(L/\mu=0.16993\), product 1.00180.
- 80 cells per µm: \(C/\varepsilon=5.89201\), \(L/\mu=0.16984\), product 1.00071.

The products lie above 1 for a definite reason. Let \(q=g+w\) be a trial function with the correct values on the metal, so that \(w=0\) there. Then

\[
\int|\nabla q|^2dS=\int|\nabla g|^2dS+2\int\nabla g\cdot\nabla w\,dS+\int|\nabla w|^2dS .
\]

The middle term vanishes by the divergence theorem, since \(\nabla^2g=0\), \(w=0\) on the metal and \(\partial_ng=0\) on the symmetry lines. Every trial function therefore gives at least \(G\). The same argument applies to \(p\), with the roles of the metal and the symmetry lines exchanged. Both computed constants are upper bounds, and so is their product.

The excess over 1 falls by a factor 2.521 in the last refinement. The wire corners account for this. The dielectric fills an angle \(3\pi/2\) there, so the potentials vary as \(r^{2/3}\) and their gradients as \(r^{-1/3}\). With cell size \(h\), the field energy in the cells at the corner is of order \(\int_0^h r^{-2/3}\,r\,dr\sim h^{4/3}\). Farther out, the error of the gradient is about \(h\,r^{-4/3}\), and its square integrates to \(h^2\int_h r^{-8/3}\,r\,dr\sim h^{4/3}\). Halving \(h\) should thus reduce the error by about \(2^{4/3}\approx2.520\).

Using this power to remove the leading error gives

\[
\frac C\varepsilon\approx5.89201-\frac{5.89523-5.89201}{2^{4/3}-1}=5.8899,
\qquad \frac L\mu\approx0.1698 ,
\]

and the unrounded product is 1.0000. Multiplication by \(\varepsilon=2.5\,\varepsilon_0\) and by \(\mu_0\) yields

\[
C=130.4\ \mathrm{pF/m},\qquad L=213.4\ \mathrm{nH/m},\qquad
LC=2.782\times10^{-17}\ \mathrm{s^2/m^2}=\mu_0\varepsilon .
\]

The wave speed is \(1/\sqrt{LC}=1.896\times10^8\) m/s, and the impedance is

\[
Z=\sqrt{\frac{213.35\times10^{-9}}{130.38\times10^{-12}}}\ \Omega=40.45\ \Omega .
\]

A length of 1 mm is crossed in 5.27 ps. With relative permittivity 4 in place of 2.5, the capacitance rises to \(130.38\times4/2.5=208.6\) pF/m, \(L\) stays the same, and the delay becomes 6.67 ps. The ratio of the delays is \(\sqrt{2.5/4}=0.791\). The lower permittivity cuts the capacitance by 37.5% but the delay by 21%, each relative to its value at permittivity 4.

### Remark 1: layered dielectrics

Suppose that \(\varepsilon\) differs between layers while \(\mu\) is uniform. A strictly transverse pulse would need \(v^2=1/(\mu\varepsilon)\) in every layer it occupies, which no single speed can satisfy. The theorem then does not apply. One may still form the static product \(LC\), which describes the line approximately when the cross-section is small compared with the wavelength.

This product has bounds. The layered capacitance is the minimum of \(\int\varepsilon|\nabla q|^2dS\) over trial functions \(q\) with \(q=1\) and \(q=0\) on the two conductors. Replacing \(\varepsilon\) by its smallest or largest value bounds the integral for each \(q\), and hence its minimum:

\[
\varepsilon_{\min}G\le C\le\varepsilon_{\max}G
\quad\Longrightarrow\quad
\mu\varepsilon_{\min}\le LC\le\mu\varepsilon_{\max}.
\]

In the example, let the regions more than 1.0 µm above and below the wire centre have relative permittivity 4, with 2.5 kept elsewhere. The same finite-element procedure gives \(C=156.4\) pF/m. The effective relative permittivity is \(LC/(\mu_0\varepsilon_0)=2.5\times156.42/130.38=3.00\), between those of the layers.

### Remark 2: current inside the metal

If current fills the wire, magnetic flux enters it and the second assumption fails. Define \(L\) now by the magnetic energy per length, \(\tfrac12LI^2\), including the field in the wire. This agrees with the earlier definition when the current is on the surface, since then

\[
\frac{1}{2\mu}\int|\mathbf B|^2dS=\frac{\Phi^2G}{2\mu}=\frac{\Phi^2}{2L}=\frac12LI^2 .
\]

For a nonmagnetic wire in a perfect shield, with \(\mu=\mu_0\) everywhere, any other distribution of the same current raises the energy. Let \(A_0\) belong to the surface distribution, with \(A_0=0\) on the shield, and let \(a\) be the change in the vector potential caused by a change \(j\) in current density. The total of \(j\) is zero. The energy term linear in \(a\) is

\[
\frac1\mu\int\nabla A_0\cdot\nabla a\,dS=\int A_0\,j\,dS=0 .
\]

The first equality uses \(\nabla^2a=-\mu j\) and \(A_0=0\) on the shield. The second holds because \(A_0\) is constant throughout the wire, where \(j\) is located. What remains is \(\int|\nabla a|^2dS/(2\mu)>0\), so \(L\) increases and \(LC\) exceeds \(\mu\varepsilon\).

For a uniform current in the example wire, solving \(\nabla^2A=-\mu_0J\) on the finest mesh, with current density \(J\) in the wire and \(A=0\) on the shield, gives \(L=263.5\) nH/m. The ratio \(LC/(\mu_0\varepsilon)\) is then \(263.49/213.35=1.235\).

### Remark 3: when the wire may be called lossless

Choose a wire resistivity \(\rho=2\times10^{-8}\ \Omega\,\mathrm m\). The wire area is \(2\times10^{-12}\ \mathrm{m^2}\), so a uniform current meets a resistance \(R=10^4\ \Omega/\mathrm m\). The shield is still taken as perfect; a resistive shield would add to \(R\). With the uniform-current inductance, resistance and reactance are equal at

\[
f=\frac{R}{2\pi L}=\frac{10^4}{2\pi\times263.5\times10^{-9}}\ \mathrm{Hz}\approx6.0\ \mathrm{GHz}.
\]

Well below this frequency, resistance governs the voltage drop per length along the wire. How much this matters depends on the length \(\ell\). The time scales \(RC\ell^2\) and \(\ell\sqrt{LC}\) are equal when \(R\ell=Z\), here at \(\ell=40.45/10^4\ \mathrm m\approx4\) mm. On lines much longer than this, the lossless wave is a poor description of such slow signals. On the 1 mm line, \(R\ell=10\ \Omega\) and \(RC\ell^2=1.3\) ps against 5.27 ps, so resistance is only a correction to the delay.

The depth to which the field enters the metal follows from \(\nabla\times\mathbf H=\mathbf E/\rho\) and Faraday's law. At angular frequency \(\omega=2\pi f\) and depth \(s\) below a flat surface, they give \(d^2H/ds^2=(i\omega\mu_0/\rho)H\). The decaying solution is \(e^{-(1+i)s/\delta}\), with

\[
\delta=\sqrt{\frac{2\rho}{\omega\mu_0}}=\sqrt{\frac{\rho}{\pi f\mu_0}} .
\]

At 6.0 GHz this is 0.92 µm, close to the wire thickness. The field enters from all sides, however. The half-thickness of 0.5 µm is well below \(\delta\), and the half-width of 1.0 µm is about equal to it. The current is therefore only moderately redistributed, and the uniform-current values of \(R\) and \(L\) give a good estimate of the crossover frequency. The assumption of no field in the metal is approached when \(\delta\) is much smaller than the wire thickness, which for this wire requires frequencies far above 6 GHz. There \(LC\) tends to \(\mu\varepsilon\), but the line does not become free of loss over a given length. For \(R\ll\omega L\), the propagation constant is \(\sqrt{(R+i\omega L)\,i\omega C}\approx i\omega\sqrt{LC}+R/(2Z)\), so the amplitude falls as \(e^{-R\ell/2Z}\). Once the current is confined to a layer of depth \(\delta\), \(R\) grows roughly as \(\sqrt f\). The loss per wavelength then falls with frequency, while the loss per millimetre rises.
